# Exchange and the absorption onset of a filled parabolic conduction band, part 2

Electrons filling the conduction band of a wide-gap semiconductor raise its absorption onset; their mutual exchange offsets part of this rise. The model has one isotropic parabolic valley at zero temperature, equal spin filling and a uniform positive background. Exchange is "bare": the host screens the repulsion $1/(\varepsilon r)$, the carriers do not. Shifts of the valence levels by the added electrons and the electron-hole attraction are neglected. Hartree atomic units are used, with masses in free-electron masses.

The density $n$ fixes $k_F=(3\pi^2n)^{1/3}$. The band masses $m_c$ and $m_v$ give $1/m_r=1/m_c+1/m_v$; $\varepsilon$ and $E_g$ are the dielectric constant and gap of the undoped host. Filling alone moves the onset by the Burstein-Moss shift $\Delta_{\rm BM}=k_F^2/(2m_r)$. The repulsion has the Fourier transform $\tilde v(p)=4\pi/(\varepsilon p^2)$. Exchange shifts the conduction level $k$ by

$$
\Sigma(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\;\frac{4\pi}{\varepsilon|\mathbf k-\mathbf q|^2}, \tag{1}
$$

$$
\Sigma(k)=-\frac{1}{\pi\varepsilon}\left[k_F+\frac{k_F^2-k^2}{2k}\ln\left|\frac{k_F+k}{k_F-k}\right|\right]. \tag{5}
$$

Hence $\Sigma(0)=-2k_F/(\pi\varepsilon)$ and $\Sigma(k_F)=-k_F/(\pi\varepsilon)$. With $x=k/k_F$ and $L=\ln|(1+x)/(1-x)|$, $\Sigma=-\frac{2k_F}{\pi\varepsilon}F(x)$, where $F(x)=\frac12+\frac{1-x^2}{4x}L$ and

$$
F'(x)=\frac1{2x}-\frac{1+x^2}{4x^2}L. \tag{6}
$$

The bottom shift was checked by a sum over the discrete states of a periodic box, and (5) by a real-space integral.

A vertical transition costs $W(k)=E_g+\frac{k^2}{2m_r}+\Sigma(k)$, with $k\ge k_F$ because the final state must be empty. The minimum lies at $k_F$, so the onset shifts by

$$
\Delta=W(k_F)-E_g=\frac{k_F^2}{2m_r}-\frac{k_F}{\pi\varepsilon}. \tag{7}
$$

Part (g) asks: *The gap at $k=0$ shrinks by $2k_F/(\pi\varepsilon)$, yet the onset falls by half of that. Account for the difference.*

**Solution.** Split the onset into three pieces: the gap at $k=0$, the width of the occupied part of the conduction band, and the depth of the initial state below the valence-band top. The first is

$$
E_g+\Sigma(0)=E_g-\frac{2k_F}{\pi\varepsilon}.
$$

The occupied width is the difference between the levels at $k_F$ and at zero:

$$
\frac{k_F^2}{2m_c}+\Sigma(k_F)-\Sigma(0)
=\frac{k_F^2}{2m_c}-\frac{k_F}{\pi\varepsilon}+\frac{2k_F}{\pi\varepsilon}
=\frac{k_F^2}{2m_c}+\frac{k_F}{\pi\varepsilon}.
$$

The third is $k_F^2/(2m_v)$. The sum of the three is $E_g+\Delta$ with $\Delta$ from (7).

Exchange lowers the bottom more than the Fermi level, so it stretches the occupied part of the band. The stretching returns half of what the gap has lost. If one combines the reduced gap at $k=0$ with the unstretched width $k_F^2/(2m_c)$, the onset comes out too low by $k_F/(\pi\varepsilon)$, and the offset is counted twice over.

The two quantities also belong to different measurements. Within this model, a process that reaches the band bottom, such as the removal of an electron from the state $k=0$, is sensitive to $\Sigma(0)$. The size of the stretching is largely a feature of bare exchange: screening by the carriers removes most of it, as part (k) shows. The onset of vertical absorption is sensitive to $\Sigma(k_F)$.

### (h) A check from the total energy

*Compute the exchange energy per unit volume, and show that its derivative with respect to $n$ is $\Sigma(k_F)$.*

**Solution.** Summing $\Sigma(k)$ over all occupied states counts every pair twice, so a factor $1/2$ is needed. The two spins give a factor 2, which cancels it:

$$
\frac{E_x}{V}=\frac12\cdot2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\Sigma(k)
=\frac1{2\pi^2}\int_0^{k_F}k^2\,\Sigma(k)\,dk .
$$

Insert (5) and put $k=xk_F$, with $L=\ln[(1+x)/(1-x)]$:

$$
\frac{E_x}{V}=-\frac{k_F^4}{2\pi^3\varepsilon}\int_0^1\left[x^2+\frac{x(1-x^2)}2L\right]dx .
$$

The first term integrates to $1/3$. For the second, note that $x(1-x^2)/2$ is the derivative of $-(1-x^2)^2/8$. In the integration by parts the boundary terms vanish: at $x=0$ because $L=0$, at $x=1$ because $(1-x^2)^2$ goes to zero faster than $L$ diverges. With $L'=2/(1-x^2)$,

$$
\int_0^1\frac{x(1-x^2)}2L\,dx=\int_0^1\frac{(1-x^2)^2}8\,\frac{2}{1-x^2}\,dx
=\frac14\int_0^1(1-x^2)\,dx=\frac16 .
$$

The bracket integrates to $1/3+1/6=1/2$, and

$$
\frac{E_x}{V}=-\frac{k_F^4}{4\pi^3\varepsilon}. \tag{8}
$$

From $n=k_F^3/(3\pi^2)$ follows $dk_F/dn=\pi^2/k_F^2$. Therefore

$$
\frac{d}{dn}\frac{E_x}{V}=-\frac{4k_F^3}{4\pi^3\varepsilon}\cdot\frac{\pi^2}{k_F^2}=-\frac{k_F}{\pi\varepsilon}=\Sigma(k_F).
$$

The agreement has a reason. The exchange energy is quadratic in the occupations. When these change slightly, each pair term changes through both of its members, which removes the factor $1/2$, and the energy changes by $\Sigma(k)$ for each electron added at $k$. Added electrons enter at the Fermi surface. The relation was tested with the exchange energy computed from the pair integral in real space and differentiated numerically.

### (i) When is the offset partial?

*Find the condition under which exchange cancels only a part of the Burstein-Moss shift. Judge whether the model can be trusted where the condition fails.*

**Solution.** Factor (7):

$$
\Delta=\frac{k_F}{2m_r}\left(k_F-k^*\right),\qquad k^*=\frac{2m_r}{\pi\varepsilon}. \tag{9}
$$

For $k_F>k^*$ the onset moves up, and exchange removes the fraction

$$
\frac{k_F/(\pi\varepsilon)}{k_F^2/(2m_r)}=\frac{k^*}{k_F}
$$

of the Burstein-Moss shift. The fraction falls as $n^{-1/3}$, because filling grows as $k_F^2$ and exchange as $k_F$. For $k_F<k^*$ the model gives a red shift. The crossover density is

$$
n^*=\frac{(k^*)^3}{3\pi^2}=\frac{8m_r^3}{3\pi^5\varepsilon^3}.
$$

The shift of the band bottom is twice as large as that at $k_F$, so it equals $\Delta_{\rm BM}$ at $k_F=2k^*$, or $n=8n^*$. Between $n^*$ and $8n^*$ the bottom falls by more than the Burstein-Moss shift, and yet the onset moves up.

Two estimates show how far the red shift can be believed. The first concerns correlation. Let $r_0$ be the radius of a sphere that holds one electron on average, $4\pi r_0^3n/3=1$. The repulsion at this distance is $1/(\varepsilon r_0)$, and the kinetic energy is of order $1/(m_cr_0^2)$. Their ratio is

$$
r_s=\frac{m_cr_0}{\varepsilon}=\left(\frac{9\pi}4\right)^{1/3}\frac{m_c}{\varepsilon k_F},
$$

where $r_0^3=3/(4\pi n)=9\pi/(4k_F^3)$ was used. First-order treatment requires that $r_s$ be small. At $k_F=k^*$,

$$
r_s=\left(\frac{9\pi}4\right)^{1/3}\frac{\pi}{2}\,\frac{m_c}{m_r}\;\ge\;\left(\frac{9\pi}4\right)^{1/3}\frac{\pi}{2}\approx3.0,
$$

because $m_r\le m_c$. In this model the crossover thus lies where the repulsion is no longer a small perturbation, whatever the masses and $\varepsilon$.

The second estimate concerns the neglected electron-hole attraction. As a function of $k_F$, the product in (9) is lowest halfway between its zeros, at $k_F=k^*/2$, where

$$
\Delta_{\min}=-\frac{(k^*)^2}{8m_r}=-\frac{m_r}{2\pi^2\varepsilon^2}.
$$

An isolated electron-hole pair with attraction $-1/(\varepsilon r)$ is a hydrogen atom with mass $m_r$ and squared charge $1/\varepsilon$. Its binding energy is $m_r/(2\varepsilon^2)$. The deepest red shift is smaller than this by the factor $\pi^2$, about ten. At low density the neglected attraction can therefore outweigh the shift that the model predicts. The red shift is a property of (7) and not a reliable forecast for a material.

### (j) A worked case

*Take $m_c=0.30$, $m_v=3.0$, $\varepsilon=9.0$, $E_g=3.0$ eV and $n=5.0\times10^{20}$ cm$^{-3}$. These are round model parameters. Find the onset, its parts and the crossover density.*

**Solution.** In atomic units $n=7.409\times10^{-5}$ bohr$^{-3}$, so

$$
k_F=(3\pi^2\times7.409\times10^{-5})^{1/3}=0.1299\ \text{bohr}^{-1}.
$$

The reduced mass follows from $1/m_r=1/0.30+1/3.0=3.667$, which gives $m_r=0.2727$. The Burstein-Moss shift is

$$
\Delta_{\rm BM}=\frac{(0.1299)^2}{2\times0.2727}=0.0310\ \text{hartree}=0.842\ \text{eV}.
$$

The exchange shift at the Fermi surface is

$$
\Sigma(k_F)=-\frac{0.1299}{9.0\,\pi}=-0.00460\ \text{hartree}=-0.125\ \text{eV},
$$

and the bottom moves by twice as much, $-0.250$ eV. The onset shift is

$$
\Delta=0.842-0.125=0.717\ \text{eV},
$$

and the onset lies at 3.72 eV. Exchange removes 15 % of the Burstein-Moss shift.

The division of part (g) gives the same onset. The gap at $k=0$ is $3.00-0.25=2.75$ eV. The occupied width grows from 0.77 to 0.89 eV. The initial state lies 0.08 eV below the valence-band top. The sum is $2.75+0.89+0.08=3.72$ eV. With the full bottom shift and the unstretched width one would find 3.59 eV, too low by 0.13 eV.

The crossover is at $k^*=2\times0.2727/(9.0\,\pi)=0.0193$ bohr$^{-1}$, or $n^*=1.6\times10^{18}$ cm$^{-3}$. There $r_s=3.3$, against 0.49 at the density of the worked case.

The table follows the onset through the crossover. Energies are in eV; the fourth decimal is kept so that the smallest shift stays visible, and sums may differ in it by rounding.

| $n$ (cm$^{-3}$) | $\Delta_{\rm BM}$ | $\Sigma(k_F)$ | $\Delta$ |
|---|---|---|---|
| $10^{18}$ | 0.0134 | −0.0158 | −0.0024 |
| $10^{19}$ | 0.0621 | −0.0339 | 0.0281 |
| $10^{20}$ | 0.2881 | −0.0731 | 0.2149 |
| $10^{21}$ | 1.3370 | −0.1576 | 1.1795 |

A thousandfold increase in density multiplies $k_F$ by ten, the exchange shift by ten and the Burstein-Moss shift by a hundred. The row for $10^{19}$ cm$^{-3}$ lies between $n^*$ and $8n^*$: the bottom falls by 0.068 eV, more than the Burstein-Moss shift of 0.062 eV, while the onset still moves up.

### (k) The slope at the Fermi surface

*Examine $d\Sigma/dk$ near $k_F$. What does it reveal about bare exchange?*

**Solution.** From $\Sigma=-(2k_F/\pi\varepsilon)F(k/k_F)$ and (6),

$$
\frac{d\Sigma}{dk}=-\frac2{\pi\varepsilon}F'(x)=\frac1{\pi\varepsilon}\left[\frac{1+x^2}{2x^2}L-\frac1x\right].
$$

Just below the surface put $x=1-\delta$ with small $\delta$. Then $L\simeq\ln(2/\delta)$ and

$$
\frac{d\Sigma}{dk}\simeq\frac1{\pi\varepsilon}\left[\ln\frac2\delta-1\right].
$$

The slope grows by $\ln10/(\pi\varepsilon)$ for each decade of approach and diverges at $k_F$, although $\Sigma(k_F)$ itself is finite.

The origin is visible in (1). The repulsion depends on $\mathbf k-\mathbf q$, so a gradient with respect to $\mathbf k$ is minus a gradient with respect to $\mathbf q$, and the volume integral becomes one over the surface of the Fermi sphere. For $\mathbf k$ on the surface, let $\mu$ be the cosine of the angle between $\mathbf k$ and $\mathbf q$. The squared distance is $2k_F^2(1-\mu)$, and the radial component is

$$
\frac{2\pi k_F^2}{8\pi^3}\int_{-1}^1\mu\,\frac{4\pi}{2\varepsilon k_F^2(1-\mu)}\,d\mu
=\frac1{2\pi\varepsilon}\int_{-1}^1\frac{\mu\,d\mu}{1-\mu}.
$$

It diverges at $\mu=1$, where $\mathbf q$ approaches $\mathbf k$. Small wavevector differences correspond to large distances, so the divergence comes from the long range of $1/(\varepsilon r)$. If mobile carriers screen the repulsion so that $\tilde v(p)$ stays finite for $p\to0$, the integrand is bounded and the slope is finite.

The defect affects the shape of the absorption edge. The number of transitions per unit energy and volume is proportional to $k^2/(dW/dk)$. With bare exchange it vanishes at the onset, whereas without exchange it starts there at a finite value. The fall to zero is only logarithmic: in the case of part (j), the number at $10^{-4}$ eV above the onset is still more than half of what it would be without exchange. The onset energy (7) is finite, but the line shape just above it should not be taken from this model.

Screening also changes the energies. A weaker repulsion in (1) makes the exchange term smaller in magnitude, while correlation adds shifts of its own, so the net correction to (7) cannot be read off from exchange alone.

One of these shifts acts on the valence level. The conduction electrons gather around the hole and lower its energy, which lowers the onset. For an estimate, treat the hole as a static charge with the Thomas-Fermi screened potential $e^{-\kappa r}/(\varepsilon r)$, where $\kappa^2=4m_ck_F/(\pi\varepsilon)$. At the hole, this differs from the unscreened potential $1/(\varepsilon r)$ by $-\kappa/\varepsilon$. Half of this difference is the polarization energy, $-\kappa/(2\varepsilon)$. In the case of part (j) it is about $-0.1$ eV, comparable with the exchange shift at $k_F$. The same screened potential used in (1) reduces the stretching $\Sigma(k_F)-\Sigma(0)$ of part (g) from 0.125 eV to about 0.04 eV. The uniform background also hides a shift: discrete ionized dopants scatter both electron and hole. A second-order estimate for the case of part (j) lowers the conduction level at $k_F$ by about 0.02 eV and raises the valence level by about 0.2 eV. The second figure is only an order of magnitude for so heavy a hole, but it is not small beside the exchange shift. The onset of 3.72 eV is therefore a result of the model and not a forecast to within 0.1 eV.

Four further conditions limit the use of (7) for real films. The carriers must be free and degenerate. At $10^{18}$ cm$^{-3}$, the first row of the table, $k_F^2/(2m_c)$ is only 0.012 eV, less than the thermal energy of 0.026 eV at room temperature, and at such densities electrons may also stay bound to their dopants. At $10^{19}$ cm$^{-3}$ it is 0.056 eV, only about twice the thermal energy, so that row too holds as given only at low temperature. The band must be nearly parabolic up to $k_F$, and at the high densities this is not met. A band $E(1+\alpha E)=k^2/(2m_c)$ with $\alpha$ between $(1-m_c)^2/E_g$ and $1/E_g$ lies lower at $k_F$ by 0.08 to 0.13 eV in the case of part (j) and by 0.18 to 0.29 eV at $10^{21}$ cm$^{-3}$, comparable with or larger than the exchange shift. Disorder must leave the wavevector well defined on the scale of $k_F$, which is a serious demand in an amorphous film. And one constant $\varepsilon$ must describe the host, which is doubtful if the lattice contributes much to the static dielectric constant but cannot follow faster motion.

## Computed values

```
INPUT (round model parameters)
conduction mass m_c = 0.30 electron masses
valence mass m_v = 3.00 electron masses
dielectric constant eps = 9.0
undoped gap = 3.00 eV
density n = 5.00e+20 cm^-3
WORKED CASE
reduced mass m_r = 0.2727 electron masses
density n = 7.4092e-05 bohr^-3
Fermi wavevector kF = 0.12994 bohr^-1
spacing parameter r_s = 0.492
Burstein-Moss shift = 0.030953 hartree = 0.8423 eV
exchange shift of bottom = -0.009191 hartree = -0.2501 eV
exchange shift at kF = -0.004596 hartree = -0.1251 eV
net onset shift = 0.026358 hartree = 0.7172 eV
gap at k=0 with exchange = 2.7499 eV
occupied width, no exchange = 0.7657 eV
occupied width, with exchange = 0.8908 eV
valence energy part at kF = 0.0766 eV
absorption onset = 3.7172 eV
onset if bottom shift is wrongly used = 3.5922 eV
offset fraction of Burstein-Moss shift = 0.1485
SIGN CHANGE OF ONSET SHIFT
crossover kF = 0.01929 bohr^-1
crossover density = 1.636e+18 cm^-3
r_s at crossover = 3.316
smallest r_s at crossover, m_v infinite = 3.015
TABLE: n (cm^-3), Burstein-Moss, bottom, at kF, net (eV), r_s
1e+18   0.0134  -0.0315  -0.0158  -0.0024   3.908
1e+19   0.0621  -0.0679  -0.0339   0.0281   1.814
1e+20   0.2881  -0.1463  -0.0731   0.2149   0.842
5e+20   0.8423  -0.2501  -0.1251   0.7172   0.492
1e+21   1.3370  -0.3151  -0.1576   1.1795   0.391
NUMERICAL CHECKS
box sum, relative error of bottom shift = 7.4e-05
real-space integral, largest relative error = 8.2e-07
exchange energy per volume = -2.5537e-07 hartree/bohr^3
its density derivative = -0.004596 hartree
crossover kF from root search = 0.01929 bohr^-1
```
